**Noble metal as catalyst and hole relay in silicon etching**

In HF/H2O2 etching the net reaction is Si + 6 HF + (n/2) H2O2 → H2SiF6 + n H2O + (4−n)/2 H2, where n is the number of holes used per silicon atom; the noble metal M does not appear. The program asserts this balance from atom counts. By linear programming it also asserts that, without hydrogen evolution, the silicon removed is limited by H2O2 and M⁺ and not by neutral M. The mixed potential E_mix and etch current I follow from the anodic prefactor j_a and the cathodic prefactor C, and are compared with numerical roots that include the reverse reactions. Further assertions cover the charge delivered after the oxidant is removed, the thermionic hole current through the contact, and the threshold at which the metal starts to dissolve. For the round model parameters used, the metal raises the etch current about 166-fold, and each metal atom passes about 499 electrons for a 10 µm pit. The output also shows that contact with silicon protects the metal, while an isolated 50 nm film would dissolve in about 20 minutes.

## Program and output

```python
"""
Result under test: in HF/H2O2 etching of silicon a noble metal M is a catalyst
and hole relay, not a consumed oxidant.
  Si + 6 HF + (n/2) H2O2 -> H2SiF6 + n H2O + (4-n)/2 H2   (n holes per Si)
  E_mix = E_r + ln(C/j_a)/((a+b) f),  I = j_a^(b/(a+b)) C^(a/(a+b))
E: potential vs standard hydrogen electrode (V); f = e/(kT);
j_a, C: anodic and total cathodic current (mA/cm2 of wafer) at potential E_r;
a, b: anodic and cathodic transfer coefficients; theta: metal coverage.
All kinetic numbers are round model parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, linprog

T = 298.15
kT = const.k * T
f = const.e / kT

# ---------- stoichiometry from atom balance ----------
# rows Si, H, O, F; unknown amounts: HF used, H2SiF6, H2O, H2 formed
def balance(n):
    matrix = np.array([[0, 1, 0, 0], [-1, 2, 2, 2],
                       [0, 0, 1, 0], [-1, 6, 0, 0]], float)
    supplied = np.array([1, n, n, 0], float)  # from 1 Si and n/2 H2O2
    return np.linalg.solve(matrix, supplied)

for n in (2, 2.5, 3, 4):
    assert np.allclose(balance(n), [6, 1, n, (4 - n) / 2])

# ---------- largest silicon loss allowed by atoms and charge ----------
# species: Si, HF, H2O2, H2O, H2SiF6, M, M+, H+, H2
conserved = np.array([
    [1, 0, 0, 0, 1, 0, 0, 0, 0],   # Si
    [0, 1, 2, 2, 2, 0, 0, 1, 2],   # H
    [0, 0, 2, 1, 0, 0, 0, 0, 0],   # O
    [0, 1, 0, 0, 6, 0, 0, 0, 0],   # F
    [0, 0, 0, 0, 0, 1, 1, 0, 0],   # M
    [0, 0, 0, 0, 0, 0, 1, 1, 0]],  # charge
    float)

def max_dissolved(peroxide, metal, ions, hydrogen_allowed=False):
    start = np.array([100, 600, peroxide, 0, 0, metal, ions, 50, 0], float)
    bounds = [(0, None)] * 8 + [(0, None if hydrogen_allowed else 0)]
    goal = np.zeros(9)
    goal[4] = -1
    res = linprog(goal, A_eq=conserved, b_eq=conserved @ start,
                  bounds=bounds, method="highs")
    assert res.status == 0
    return -res.fun

si_metal_only = max_dissolved(0, 10, 0)
si_peroxide = max_dissolved(6, 10, 0)
si_more_metal = max_dissolved(6, 100, 0)
si_ions = max_dissolved(0, 10, 4)
si_protons = max_dissolved(0, 10, 0, True)
assert abs(si_metal_only) < 1e-7
for p, m, i in ((6, 10, 0), (6, 100, 0), (0, 10, 4), (6, 10, 4), (9, 0, 7)):
    assert abs(max_dissolved(p, m, i) - (p / 2 + i / 4)) < 1e-7
assert abs(si_protons - 100) < 1e-6

# ---------- mixed potential ----------
E_ox, E_si, E_metal = 1.8, -1.2, 0.8
E_r, a, b = 0.2, 0.6, 0.4
j_a, j_metal, j_bare, theta = 1.0, 20.0, 1e-3, 0.25

def anodic(E, prefactor=j_a):
    return (prefactor * np.exp(a * f * (E - E_r))
            * (1 - np.exp(-4 * f * (E - E_si))))

def cathodic(E, prefactor):
    return (prefactor * np.exp(-b * f * (E - E_r))
            * (1 - np.exp(2 * f * (E - E_ox))))

def mixed_formula(C):
    E = E_r + np.log(C / j_a) / ((a + b) * f)
    return E, j_a ** (b / (a + b)) * C ** (a / (a + b))

C_metal = theta * j_metal + (1 - theta) * j_bare
for C in (j_bare, C_metal, 300.0):
    root = brentq(lambda E: anodic(E) - cathodic(E, C), -1.0, 1.7, xtol=1e-13)
    E_form, I_form = mixed_formula(C)
    assert abs(root - E_form) < 1e-8
    assert abs(anodic(root) / I_form - 1) < 1e-6
E_bare, I_bare = mixed_formula(j_bare)
E_mix, I_mix = mixed_formula(C_metal)
gain = I_mix / I_bare
assert abs(gain / (C_metal / j_bare) ** (a / (a + b)) - 1) < 1e-10

# ---------- is the metal a charge reservoir? ----------
capacitance = 0.02  # mF/cm2 of wafer
duration = 1.0      # s

def deliver(C, E_start):
    def rates(t, y):
        current = anodic(y[0])
        return [(cathodic(y[0], C) - current) / capacitance, current]
    sol = solve_ivp(rates, (0, duration), [E_start, 0], method="Radau",
                    rtol=1e-8, atol=1e-11)
    assert sol.success
    return sol.y[:, -1]

E_end, Q_on = deliver(C_metal, E_bare)
assert abs(E_end - E_mix) < 1e-6
E_off, Q_off = deliver(0.0, E_mix)
Q_formula = capacitance / (a * f) * np.log(
    1 + a * f * I_mix * duration / capacitance)
assert abs(Q_off / Q_formula - 1) < 1e-5
assert Q_off < 0.01 * Q_on

# ---------- hole supply through the metal contact ----------
barrier = 0.4                 # eV, metal Fermi level to valence edge
mass = 0.5 * const.m_e
J_contact = 0.1 * (4 * np.pi * mass * const.e * kT ** 2 / const.h ** 3
                   * np.exp(-barrier * f))  # mA/cm2
nodes, weights = np.polynomial.legendre.leggauss(80)
q = 4 * (nodes + 1)           # momentum / sqrt(2 m kT), from 0 to 8
w = 4 * weights
p_T = np.sqrt(2 * mass * kT)
qz, qp = np.meshgrid(q, q, indexing="ij")
hole_occupation = 1 / (np.exp(barrier * f + qz ** 2 + qp ** 2) + 1)
flux = np.einsum("i,j,ij->", w, w, qz * 2 * np.pi * qp * hole_occupation)
J_quad = 0.1 * const.e * 2 / const.h ** 3 * p_T ** 4 / mass * flux
assert abs(J_quad / J_contact - 1) < 1e-5
j_local = cathodic(E_mix, j_metal)          # per area of metal
drop = -np.log(1 - j_local / J_contact) / f
barrier_max = barrier + np.log(J_contact / j_local) / f
assert drop < 1e-3

# ---------- does the metal dissolve? ----------
ion_activity = 1e-6
E_eq = E_metal + np.log(ion_activity) / f
# diffusion-limited plating current: F D c / delta, in mA/cm2
faraday = const.e * const.N_A
j_lim = 0.1 * faraday * 1e-9 * (ion_activity * 1e3) / 1e-4

def metal_current(E):
    return j_lim * (np.exp(f * (E - E_eq)) - 1)

def joint_potential(prefactor):
    return brentq(lambda E: anodic(E, prefactor) - cathodic(E, C_metal)
                  + theta * metal_current(E), -1.0, 1.7, xtol=1e-13)

j_a_critical = C_metal * np.exp(-(a + b) * f * (E_eq - E_r))
assert metal_current(joint_potential(j_a)) < 0
assert metal_current(joint_potential(1.05 * j_a_critical)) < 0
assert metal_current(joint_potential(0.95 * j_a_critical)) > 0
E_alone = brentq(lambda E: metal_current(E) - cathodic(E, j_metal),
                 0.0, 1.7, xtol=1e-13)
E_alone_formula = (np.log(j_metal / j_lim) / f + b * E_r + E_eq) / (1 + b)
assert abs(E_alone - E_alone_formula) < 2e-4
assert E_mix < E_eq < E_alone
j_alone = metal_current(E_alone)
activity_balance = np.exp(f * (E_mix - E_metal))

# ---------- electron ledger ----------
n_holes = 3
lattice = const.physical_constants["lattice parameter of silicon"][0]
N_si = 8 / (lattice * 1e9) ** 3   # atoms per nm3
N_metal = 60.0                    # atoms per nm3
film, depth = 50.0, 10000.0       # nm
turnover = n_holes * N_si * depth / (N_metal * film)
depth_cap = N_metal * film / (n_holes * N_si)
plated = n_holes * N_si * depth / N_metal
# 1 mA/cm2 = 10 A/m2 = 1e-17 A/nm2
rate = I_mix * 1e-17 / (const.e * n_holes * N_si) * 60
rate_local = rate / theta
lifetime = const.e * N_metal * film / (j_alone * 1e-17) / 60
# independent check of the rate: molar volume and Faraday's law
molar_volume = const.N_A * (lattice * 100) ** 3 / 8  # cm3/mol
rate_molar = I_mix * 1e-3 * molar_volume / (n_holes * faraday) * 1e7 * 60
assert abs(rate / rate_molar - 1) < 1e-10

print(f"Temperature: {T:.2f} K; kT/e = {1e3 / f:.2f} mV")
print(f"Holes per Si, n: {n_holes}")
print("For n=3, HF, H2SiF6, H2O, H2 per Si:", np.round(balance(3), 3))
print(f"Max Si lost, 10 M only: {abs(si_metal_only):.2f} atoms")
print(f"Max Si lost, 6 H2O2 + 10 M: {si_peroxide:.2f} atoms")
print(f"Max Si lost, 6 H2O2 + 100 M: {si_more_metal:.2f} atoms")
print(f"Max Si lost, 4 M+ + 10 M: {si_ions:.2f} atoms")
print(f"Same, 10 M, H2 allowed (100 Si, 600 HF): {si_protons:.0f} atoms")
print(f"E_ox, E_Si, E_M: {E_ox}, {E_si}, {E_metal} V")
print(f"Relay voltages: {E_ox-E_metal:.1f} + {E_metal-E_si:.1f}"
      f" = {E_ox-E_si:.1f} V")
print(f"E_r: {E_r} V; a = {a}, b = {b}; coverage = {theta}")
print(f"j_a, j_M, j_b at E_r: {j_a}, {j_metal}, {j_bare} mA/cm2")
print(f"Total cathodic prefactor C: {C_metal:.5f} mA/cm2")
print(f"Mixed potential, bare Si: {E_bare:.4f} V")
print(f"Mixed potential, with metal: {E_mix:.4f} V")
print(f"Etch current, bare Si: {I_bare:.5f} mA/cm2")
print(f"Etch current, with metal: {I_mix:.3f} mA/cm2")
print(f"Enhancement: {gain:.1f}")
print(f"Capacitance: {capacitance} mF/cm2; time: {duration} s")
print(f"Charge to Si, oxidant present: {Q_on:.3f} mC/cm2")
print(f"Charge to Si, oxidant removed: {Q_off:.5f} mC/cm2")
print(f"Potential 1 s after oxidant removal: {E_off:.3f} V")
print(f"Hole barrier: {barrier} eV; hole mass: {mass/const.m_e:.1f} m_e")
print(f"Contact hole capacity J: {J_contact:.0f} mA/cm2")
print(f"Hole current per metal area: {j_local:.2f} mA/cm2")
print(f"Level drop at contact: {1e3 * drop:.2f} mV")
print(f"Barrier at which J equals this current: {barrier_max:.3f} eV")
print(f"M+ activity: {ion_activity:.0e}; M/M+ potential: {E_eq:.4f} V")
print("Diffusion: D = 1e-9 m2/s, layer = 1e-4 m")
print(f"Limiting plating current: {j_lim:.2e} mA/cm2")
print(f"Critical j_a for metal dissolution: {j_a_critical:.2e} mA/cm2")
print(f"M+ activity in balance at E_mix: {activity_balance:.2e}")
print(f"Isolated metal potential: {E_alone:.4f} V")
print(f"Isolated metal dissolution: {j_alone:.4f} mA/cm2")
print(f"Isolated film lifetime: {lifetime:.1f} min")
print(f"Atomic densities Si, M: {N_si:.2f}, {N_metal:.0f} per nm3")
print(f"Film thickness: {film:.0f} nm; pit depth: {depth:.0f} nm")
print(f"Electrons passed per metal atom: {turnover:.0f}")
print(f"Depth cap, one electron per atom: {depth_cap:.1f} nm")
print(f"Metal plated if M+ were the oxidant: {plated:.0f} nm")
print(f"Wafer-average etch rate: {rate:.1f} nm/min")
print(f"Rate if confined to metal footprint: {rate_local:.0f} nm/min")
print(f"Time for the pit at that rate: {depth / rate_local:.1f} min")
print("all good")
```

It prints:

```
Temperature: 298.15 K; kT/e = 25.69 mV
Holes per Si, n: 3
For n=3, HF, H2SiF6, H2O, H2 per Si: [6.  1.  3.  0.5]
Max Si lost, 10 M only: 0.00 atoms
Max Si lost, 6 H2O2 + 10 M: 3.00 atoms
Max Si lost, 6 H2O2 + 100 M: 3.00 atoms
Max Si lost, 4 M+ + 10 M: 1.00 atoms
Same, 10 M, H2 allowed (100 Si, 600 HF): 100 atoms
E_ox, E_Si, E_M: 1.8, -1.2, 0.8 V
Relay voltages: 1.0 + 2.0 = 3.0 V
E_r: 0.2 V; a = 0.6, b = 0.4; coverage = 0.25
j_a, j_M, j_b at E_r: 1.0, 20.0, 0.001 mA/cm2
Total cathodic prefactor C: 5.00075 mA/cm2
Mixed potential, bare Si: 0.0225 V
Mixed potential, with metal: 0.2414 V
Etch current, bare Si: 0.01585 mA/cm2
Etch current, with metal: 2.627 mA/cm2
Enhancement: 165.7
Capacitance: 0.02 mF/cm2; time: 1.0 s
Charge to Si, oxidant present: 2.626 mC/cm2
Charge to Si, oxidant removed: 0.00688 mC/cm2
Potential 1 s after oxidant removal: -0.102 V
Hole barrier: 0.4 eV; hole mass: 0.5 m_e
Contact hole capacity J: 925 mA/cm2
Hole current per metal area: 10.51 mA/cm2
Level drop at contact: 0.29 mV
Barrier at which J equals this current: 0.515 eV
M+ activity: 1e-06; M/M+ potential: 0.4450 V
Diffusion: D = 1e-9 m2/s, layer = 1e-4 m
Limiting plating current: 9.65e-05 mA/cm2
Critical j_a for metal dissolution: 3.61e-04 mA/cm2
M+ activity in balance at E_mix: 3.61e-10
Isolated metal potential: 0.5997 V
Isolated metal dissolution: 0.0397 mA/cm2
Isolated film lifetime: 20.2 min
Atomic densities Si, M: 49.94, 60 per nm3
Film thickness: 50 nm; pit depth: 10000 nm
Electrons passed per metal atom: 499
Depth cap, one electron per atom: 20.0 nm
Metal plated if M+ were the oxidant: 24970 nm
Wafer-average etch rate: 65.7 nm/min
Rate if confined to metal footprint: 263 nm/min
Time for the pit at that rate: 38.1 min
all good
```
